# Fermi–Dirac smearing: energy, Mermin free energy and the zero-temperature limit: verification in Python

```python
"""
Result under test: with Fermi-Dirac smearing at fixed electron number,
    E = E0 + (pi^2/6) g sigma^2 - 3 c4 sigma^4 + ...
    F = E0 - (pi^2/6) g sigma^2 +   c4 sigma^4 + ...
so (E + F)/2 = E0 - c4 sigma^4 + ... : the quadratic error cancels.
sigma = k_B T; E = energy; F = E - sigma*S = Mermin free energy;
S = entropy in units of k_B; E0 = energy at sigma = 0;
g = density of states (both spins) at the zero-temperature Fermi level;
c4 = pi^4 [g'^2/(72 g) - 7 g''/360] for fixed bands.
Smeared values come from explicit k-sums, references from closed forms or
separate quadrature. Energies are in eV unless a label says meV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, xlogy, zeta

PI = np.pi
A2 = PI**2 / 6
A4 = 7 * PI**4 / 360
MEV = 1000.0
KB = physical_constants["Boltzmann constant in eV/K"][0]


def state_entropy(x):
    """Entropy of one spin-orbital at x = (energy - mu)/sigma."""
    f, hole = expit(-x), expit(x)
    return -(xlogy(f, f) + xlogy(hole, hole))


def smear(levels, weight, electrons, sigma):
    """Return mu, E, F and occupations for a list of levels."""
    def excess(mu):
        return weight * np.sum(expit((mu - levels) / sigma)) - electrons
    mu = brentq(excess, levels.min() - 40 * sigma, levels.max() + 40 * sigma,
                xtol=1e-15, rtol=1e-15, maxiter=500)
    x = (levels - mu) / sigma
    occupation = expit(-x)
    energy = weight * np.sum(occupation * levels)
    entropy = weight * np.sum(state_entropy(x))
    return mu, energy, energy - sigma * entropy, occupation


def chain_levels(points, hopping=1.0, shift=0.0):
    k = 2 * PI * (np.arange(points) + shift) / points
    return -2 * hopping * np.cos(k)


def chain(sigma, electrons, points=4000, hopping=1.0, shift=0.0):
    levels = chain_levels(points, hopping, shift)
    return smear(levels, 2 / points, electrons, sigma)[:3]


def chain_reference(electrons, hopping=1.0):
    """Closed forms: E0, mu0, g, g', g'' and c4."""
    kf = PI * electrons / 2
    mu0 = -2 * hopping * np.cos(kf)
    e0 = -4 * hopping * np.sin(kf) / PI
    w = 4 * hopping**2 - mu0**2
    g = 2 / (PI * np.sqrt(w))
    g1 = g * mu0 / w
    g2 = g * (4 * hopping**2 + 2 * mu0**2) / w**2
    c4 = PI**4 * (g1**2 / (72 * g) - 7 * g2 / 360)
    return e0, mu0, g, g1, g2, c4


# Moments of -df/dx that set the Sommerfeld coefficients
def moment(n):
    return 2 * quad(lambda x: x**n * expit(x) * expit(-x), 0, 80,
                    epsabs=1e-12, limit=200)[0]


m2, m4 = moment(2) / 2, moment(4) / 24
assert abs(m2 - A2) < 1e-8 and abs(m4 - A4) < 1e-8
print(f"second moment/2!  = {m2:.6f}")
print(f"fourth moment/4!  = {m4:.6f}")

# Fixed-band chain: coefficients at small smearing, two fillings
for filling, small in ((0.8, 0.02), (0.5, 0.01)):
    e0, mu0, g, g1, g2, c4 = chain_reference(filling)
    mu, e, f = chain(small, filling)
    quadratic = A2 * g * small**2
    average_coefficient = ((e + f) / 2 - e0) / small**4
    assert abs((e - e0) / quadratic - 1) < 0.02
    assert abs((f - e0) / quadratic + 1) < 0.02
    assert abs(average_coefficient / (-c4) - 1) < 0.02
    assert abs((mu - mu0) / (-A2 * small**2 * g1 / g) - 1) < 0.02
    quartic_ratio = (e - e0 - quadratic) / (f - e0 + quadratic)
    assert abs(quartic_ratio + 3) < 0.09
    print(f"N={filling}: -c4 formula {-c4:.4f}, k-sum "
          f"{average_coefficient:.4f} eV^-3 (sigma={small} eV)")
    print(f"N={filling}: quartic parts, E over F = {quartic_ratio:.3f}")

# Worked example
N_SITE = 0.8
e0, mu0, g, g1, g2, c4 = chain_reference(N_SITE)
print("chain: t = 1 eV, N = 0.8 per site, 4000 k-points")
print(f"E0 = {e0:.6f} eV/site, mu0 = {mu0:.6f} eV")
print(f"g = {g:.5f} eV^-1, g' = {g1:.5f} eV^-2, g'' = {g2:.5f} eV^-3")
print(f"sigma = 0.1 eV is T = {0.1 / KB:.0f} K")
print("deviations from E0 in meV/site:")
for sigma in (0.05, 0.1, 0.2):
    mu, e, f = chain(sigma, N_SITE)
    print(f"sigma={sigma} eV: E {MEV*(e-e0):+.4f}, F {MEV*(f-e0):+.4f}, "
          f"average {MEV*((e+f)/2-e0):+.5f}")
    print(f"  predicted: quadratic {MEV*A2*g*sigma**2:.4f}, "
          f"average {-MEV*c4*sigma**4:+.5f}")
    assert abs((e + f) / 2 - e0) < 0.1 * min(abs(e - e0), abs(f - e0))

# Entropy is minus the slope of F at fixed electron number
sigma, step = 0.1, 1e-4
_, e, f = chain(sigma, N_SITE)
slope = (chain(sigma + step, N_SITE)[2]
         - chain(sigma - step, N_SITE)[2]) / (2 * step)
entropy = (e - f) / sigma
assert abs(entropy + slope) < 1e-6
print(f"sigma=0.1 eV: S = {entropy:.6f}, -dF/dsigma = {-slope:.6f} kB/site")

# Derivative with respect to hopping: occupation sum belongs to F
plus = chain(sigma, N_SITE, hopping=1 + step)
minus = chain(sigma, N_SITE, hopping=1 - step)
slope_f = (plus[2] - minus[2]) / (2 * step)
slope_average = (plus[1] + plus[2] - minus[1] - minus[2]) / (4 * step)
levels = chain_levels(4000)
occupation = smear(levels, 2 / 4000, N_SITE, sigma)[3]
k_grid = 2 * PI * np.arange(4000) / 4000
occupation_sum = 2 / 4000 * np.sum(occupation * (-2 * np.cos(k_grid)))
exact_slope = (chain_reference(N_SITE, 1 + step)[0]
               - chain_reference(N_SITE, 1 - step)[0]) / (2 * step)
assert abs(slope_f - occupation_sum) < 1e-6
assert abs(slope_average - exact_slope) < 0.1 * abs(slope_f - exact_slope)
print("derivatives with respect to t, sigma=0.1 eV (dimensionless):")
print(f"  dF/dt {slope_f:.6f}, occupation sum {occupation_sum:.6f}")
print(f"  d(average)/dt {slope_average:.6f}, dE0/dt {exact_slope:.6f}")

# Mesh convergence at fixed smearing
dense_error = (e + f) / 2 - e0
mesh_errors = {}
print("average - E0 at sigma=0.1 eV, by number of k-points:")
for points in (20, 40, 80, 160):
    _, em, fm = chain(sigma, N_SITE, points)
    mesh_errors[points] = (em + fm) / 2 - e0
    print(f"  {points} points: {MEV*mesh_errors[points]:+.5f} meV/site")
assert abs(mesh_errors[20]) > 10 * abs(dense_error)
assert abs(mesh_errors[160] - dense_error) < 1e-9

# Coarse mesh with smearing far below the level spacing
points, tiny = 20, 0.01
print("20 k-points, sigma=0.01 eV, changes from the mesh's own E(0):")
for name, shift in (("Gamma mesh", 0.0), ("shifted mesh", 0.5)):
    ordered = np.sort(chain_levels(points, shift=shift))
    filled = round(N_SITE * points / 2)
    mesh_e0 = 2 / points * np.sum(ordered[:filled])
    _, em, fm = chain(tiny, N_SITE, points, shift=shift)
    average_change = (em + fm) / 2 - mesh_e0
    print(f"  {name}: E {MEV*(em-mesh_e0):+.4f}, F {MEV*(fm-mesh_e0):+.4f},"
          f" average {MEV*average_change:+.4f} meV/site")
    print(f"    mesh error E(0) - E0 = {MEV*(mesh_e0-e0):+.4f} meV/site")
    if shift == 0.0:
        # four spin-orbitals at the Fermi level, each half occupied
        residual_entropy = 4 * np.log(2) / points
        assert abs(average_change + tiny * residual_entropy / 2) < 1e-9
    else:
        assert abs(em - mesh_e0) < 1e-9 and abs(fm - mesh_e0) < 1e-9
    assert abs(mesh_e0 - e0) > 10 * abs(dense_error)

# Self-consistent two-site cell with mean-field repulsion U*n^2/4 per site
OFFSET, U, N_CELL, CELLS = 1.0, 2.0, 1.2, 1600


def self_consistent(sigma):
    k = 2 * PI * np.arange(CELLS) / CELLS
    density = np.array([N_CELL / 2, N_CELL / 2])
    for _ in range(200):
        h = np.zeros((CELLS, 2, 2))
        h[:, 0, 0] = OFFSET + U * density[0] / 2
        h[:, 1, 1] = -OFFSET + U * density[1] / 2
        h[:, 0, 1] = h[:, 1, 0] = -2 * np.cos(k / 2)
        values, vectors = np.linalg.eigh(h)
        _, band_e, band_f, occ = smear(values.ravel(), 2 / CELLS,
                                       N_CELL, sigma)
        occ = occ.reshape(values.shape)
        new = 2 / CELLS * np.einsum("kb,kib->i", occ, vectors**2)
        change = np.max(np.abs(new - density))
        density = new
        if change < 1e-13:
            break
    assert change < 1e-13
    double_count = U * np.sum(density**2) / 4
    return band_e - double_count, band_f - double_count


kf_cell = PI * N_CELL / 2


def root_term(k, d):
    return np.sqrt(d**2 + 4 * np.cos(k / 2)**2)


def site_difference(d):
    return -2 / PI * quad(lambda k: d / root_term(k, d), 0, kf_cell,
                          epsabs=1e-13, epsrel=1e-13)[0]


d_scf = brentq(lambda d: d - OFFSET - U * site_difference(d) / 4,
               0.0, OFFSET, xtol=1e-14)
band_zero = -2 / PI * quad(lambda k: root_term(k, d_scf), 0, kf_cell,
                           epsabs=1e-13, epsrel=1e-13)[0]
e0_scf = band_zero + U * (N_CELL**2 - site_difference(d_scf)**2) / 8
g_scf = 2 * root_term(kf_cell, d_scf) / (PI * np.sin(kf_cell))
g_bare = 2 * root_term(kf_cell, OFFSET) / (PI * np.sin(kf_cell))
print("self-consistent cell: t=1, offset=1, U=2 eV, N=1.2 per cell")
print(f"E0 = {e0_scf:.6f} eV/cell; g = {g_scf:.5f} eV^-1 "
      f"(without U: {g_bare:.5f})")
averages = []
for sigma in (0.02, 0.01):
    e_sc, f_sc = self_consistent(sigma)
    averages.append((e_sc + f_sc) / 2 - e0_scf)
    print(f"sigma={sigma} eV: E {MEV*(e_sc-e0_scf):+.5f}, "
          f"F {MEV*(f_sc-e0_scf):+.5f}, average {MEV*averages[-1]:+.7f} meV")
    print(f"  predicted quadratic {MEV*A2*g_scf*sigma**2:.5f} meV/cell")
assert abs((e_sc - e0_scf) / (A2 * g_scf * sigma**2) - 1) < 0.01
assert abs((f_sc - e0_scf) / (A2 * g_scf * sigma**2) + 1) < 0.01
assert abs(g_bare / g_scf - 1) > 0.02
order_ratio = averages[0] / averages[1]
assert abs(order_ratio / 16 - 1) < 0.04
print(f"average error ratio on doubling sigma = {order_ratio:.3f}")

# Kink in the density of states at the Fermi level: a cubic error remains
G_FLAT, KINK, sigma = 1.0, 1.0, 0.1


def kink_dos(energy):
    return G_FLAT + KINK * energy


kink_e = 2 * quad(lambda x: sigma**2 * x * kink_dos(sigma * x) * expit(-x),
                  0, 60, epsabs=1e-13, limit=200)[0]
kink_s = 2 * quad(lambda x: sigma * kink_dos(sigma * x) * state_entropy(x),
                  0, 60, epsabs=1e-13, limit=200)[0]
kink_average = kink_e - sigma * kink_s / 2
kink_formula = 0.75 * zeta(3) * KINK * sigma**3
assert abs(kink_average - kink_formula) < 1e-9
print("kink: g0=1 eV^-1, s=1 eV^-2, sigma=0.1 eV")
print(f"  average - E0: quadrature {MEV*kink_average:.5f}, "
      f"formula {MEV*kink_formula:.5f} meV")

print("done: every assertion held")
```

Output:

```
second moment/2!  = 1.644934
fourth moment/4!  = 1.894066
N=0.8: -c4 formula 0.2175, k-sum 0.2182 eV^-3 (sigma=0.02 eV)
N=0.8: quartic parts, E over F = -3.003
N=0.5: -c4 formula 1.4007, k-sum 1.4084 eV^-3 (sigma=0.01 eV)
N=0.5: quartic parts, E over F = -3.005
chain: t = 1 eV, N = 0.8 per site, 4000 k-points
E0 = -1.210923 eV/site, mu0 = -0.618034 eV
g = 0.33469 eV^-1, g' = -0.05717 eV^-2, g'' = 0.12180 eV^-3
sigma = 0.1 eV is T = 1160 K
deviations from E0 in meV/site:
sigma=0.05 eV: E +1.3805, F -1.3777, average +0.00139
  predicted: quadratic 1.3764, average +0.00136
sigma=0.1 eV: E +5.5766, F -5.5283, average +0.02414
  predicted: quadratic 5.5054, average +0.02175
sigma=0.2 eV: E +23.4154, F -22.4509, average +0.48226
  predicted: quadratic 22.0218, average +0.34799
sigma=0.1 eV: S = 0.111048, -dF/dsigma = 0.111048 kB/site
derivatives with respect to t, sigma=0.1 eV (dimensionless):
  dF/dt -1.205346, occupation sum -1.205346
  d(average)/dt -1.211001, dE0/dt -1.210923
average - E0 at sigma=0.1 eV, by number of k-points:
  20 points: +3.32848 meV/site
  40 points: +0.12844 meV/site
  80 points: +0.02427 meV/site
  160 points: +0.02414 meV/site
20 k-points, sigma=0.01 eV, changes from the mesh's own E(0):
  Gamma mesh: E -0.0000, F -1.3863, average -0.6931 meV/site
    mesh error E(0) - E0 = +9.9759 meV/site
  shifted mesh: E +0.0000, F -0.0000, average +0.0000 meV/site
    mesh error E(0) - E0 = -4.9941 meV/site
self-consistent cell: t=1, offset=1, U=2 eV, N=1.2 per cell
E0 = -1.954127 eV/cell; g = 0.93522 eV^-1 (without U: 1.03310)
sigma=0.02 eV: E +0.61685, F -0.61585, average +0.0005007 meV
  predicted quadratic 0.61535 meV/cell
sigma=0.01 eV: E +0.15393, F -0.15387, average +0.0000309 meV
  predicted quadratic 0.15384 meV/cell
average error ratio on doubling sigma = 16.207
kink: g0=1 eV^-1, s=1 eV^-2, sigma=0.1 eV
  average - E0: quadrature 0.90154, formula 0.90154 meV
done: every assertion held
```
